\section*{Spontaneous acoustic-phonon emission by fast electrons in a zero-temperature lattice}

\section{Which acoustic rate belongs in a cryogenic calculation?}

A simulation of electrons in silicon at 1 K needs an acoustic-phonon scattering rate for each electron energy. The room-temperature expression is proportional to the lattice temperature $T$, which suggests that acoustic scattering may be switched off in a cold crystal. For an electron injected at 10 meV, that choice removes a process with a mean waiting time of about 28 ps.

Consider one electron in a parabolic band, $E_k=\hbar^2k^2/2m$, with speed $v=\hbar k/m$ and empty final states. It couples to longitudinal phonons of frequency $\omega=cq$ through the energy shift $D\,\nabla\!\cdot\mathbf u$, where $D$ is the deformation potential and $\mathbf u$ the lattice displacement. The crystal has density $\rho$ and volume $V$. One quantum of mode $\mathbf q$ has displacement amplitude $\sqrt{\hbar/2\rho V\omega}$, and the divergence supplies a factor $q$. The squared matrix elements are therefore
\begin{equation}
|M|^2=\frac{D^2q^2\hbar}{2\rho Vcq}\times
\begin{cases}N_q+1&\text{emission}\\ N_q&\text{absorption}\end{cases},
\qquad N_q=\frac{1}{e^{\hbar cq/k_BT}-1}. \label{M}
\end{equation}
The 1 in $N_q+1$ is spontaneous emission. It does not depend on temperature.

The rate proportional to $T$ follows from two approximations: both occupation factors are replaced by $k_BT/\hbar cq$, and the phonon energy is dropped from energy conservation. Each process then has $|M|^2=D^2k_BT/2\rho Vc^2$. With $Vmk/2\pi^2\hbar^2$ final states per unit energy for one spin, the two processes together give
\begin{equation}
\Gamma_{\rm eq}=\frac{2\pi}{\hbar}\,\frac{D^2k_BT}{\rho Vc^2}\,
\frac{Vmk}{2\pi^2\hbar^2}
=\frac{D^2mk\,k_BT}{\pi\hbar^3\rho c^2}. \label{eq}
\end{equation}
This vanishes at $T=0$ because the 1 was discarded, a step that requires $k_BT\gg\hbar cq$.

\section{Counter-example: a 10 meV electron in silicon}

Take rough typical silicon values: $D=9$ eV, $c=9000$ m/s, $\rho=2330$ kg/m$^3$, and a density-of-states mass of 0.3214 electron masses, the geometric mean of 0.92, 0.19 and 0.19. At 10 meV the speed is $1.05\times10^5$ m/s, or $11.6\,c$. The wavevector is $k=0.2905$ nm$^{-1}$, while an electron moving at the speed of sound would have $k_s=mc/\hbar=0.0250$ nm$^{-1}$.

\subsection*{Which phonons can be emitted}

If $\theta$ is the angle between $\mathbf q$ and $\mathbf k$, energy conservation for emission reads
\begin{equation}
E_k-E_{|\mathbf k-\mathbf q|}
=\frac{\hbar^2}{2m}(2kq\cos\theta-q^2)=\hbar cq .
\end{equation}
Dividing by $\hbar^2kq/m$ gives
\begin{equation}
\cos\theta=\frac{q}{2k}+\frac{k_s}{k}. \label{angle}
\end{equation}
Since $\cos\theta\le1$, the allowed range is $0<q\le2(k-k_s)$. Its upper end is $0.531$ nm$^{-1}$, where the phonon energy is 3.15 meV. The electron has ample energy for this.

\subsection*{The rate at zero temperature}

At $T=0$ all $N_q$ vanish. Fermi's golden rule, with the sum over $\mathbf q$ written as $V/(2\pi)^3$ times an integral, gives
\begin{align}
\Gamma_0&=\frac{2\pi}{\hbar}\frac{V}{(2\pi)^3}\int 2\pi q^2\,dq\,d(\cos\theta)\,
\frac{D^2\hbar q}{2\rho Vc}\;
\delta\!\left[\frac{\hbar^2kq}{m}\Big(\cos\theta-\frac{q}{2k}-\frac{k_s}{k}\Big)\right]\nonumber\\
&=\frac{D^2}{4\pi\rho c}\int_0^{2(k-k_s)}q^3\,\frac{m}{\hbar^2kq}\,dq
=\frac{A}{k}\int_0^{2(k-k_s)}q^2\,dq,
\qquad A=\frac{D^2m}{4\pi\rho c\hbar^2}. \label{golden}
\end{align}
The second line uses $\delta(ax)=\delta(x)/|a|$. The last integral is $8(k-k_s)^3/3$, so
\begin{equation}
\Gamma_0=\frac{2D^2m\,(k-k_s)^3}{3\pi\rho c\hbar^2k}. \label{G0}
\end{equation}
With $k-k_s=2.655\times10^8$ m$^{-1}$ and $D=1.442\times10^{-18}$ J,
\begin{equation}
\Gamma_0=\frac{2(1.442\times10^{-18})^2(2.928\times10^{-31})(2.655\times10^8)^3}
{3\pi(2330)(9000)(1.0546\times10^{-34})^2(2.905\times10^8)}\ {\rm s^{-1}}
\approx3.57\times10^{10}\ {\rm s^{-1}}.
\end{equation}
The mean time to the first emission is 28 ps, and the corresponding path is $v/\Gamma_0=2.9$ $\mu$m. As a test of the angular integration and prefactor, the golden rule was also summed numerically over $q$ and $\cos\theta$, with the delta function replaced by a Gaussian whose standard deviation was 0.8\% of the electron energy. The sum gave $3.568\times10^{10}$ s$^{-1}$, equal to the formula to the four digits printed.

\subsection*{Energy and momentum lost}

Each phonon carries away $\hbar cq$. Weighting the integrand of (\ref{golden}) with this energy gives the power
\begin{equation}
P=\frac{A\hbar c}{k}\int_0^{2(k-k_s)}q^3dq
=\frac{4A\hbar c(k-k_s)^4}{k}
=\frac{D^2m(k-k_s)^4}{\pi\rho\hbar k}.
\end{equation}
The mean phonon energy is $P/\Gamma_0=\tfrac32\hbar c(k-k_s)$, three quarters of the largest. Here it is 2.36 meV, so the first emission removes on average about a quarter of the electron's energy. The initial power loss is 0.084 meV/ps. These are rates at 10 meV; they fall as the electron cools.

The fraction of forward momentum lost in one emission is $q\cos\theta/k$. With (\ref{angle}), the momentum relaxation rate is
\begin{align}
\Gamma_m&=\frac{A}{k^3}\int_0^{2(k-k_s)}\Big(\frac{q^4}{2}+k_sq^3\Big)dq
=\frac{A}{k^3}\Big[\frac{16}{5}(k-k_s)^5+4k_s(k-k_s)^4\Big]\nonumber\\
&=\frac{D^2m(k-k_s)^4(4k+k_s)}{5\pi\rho c\hbar^2k^3}.
\end{align}
It equals $4.0\times10^{10}$ s$^{-1}$, slightly more than $\Gamma_0$. The factor $q^2$ in (\ref{golden}) favours large $q$, and hence large deflections.

\section{The general statement and its proof}

At $T=0$, an electron with empty final states in a parabolic band, spherical or ellipsoidal, emits acoustic phonons if and only if $|\mathbf v|>c$. This holds to lowest order in the coupling, for an isotropic sound speed and a constant non-zero $D$.

Let the band have principal masses $m_i$, so that $E=\sum_i\hbar^2k_i^2/2m_i$ and $v_i=\hbar k_i/m_i$. For a phonon $\mathbf q=q\mathbf n$ along the unit vector $\mathbf n$, define $1/m_n=\sum_in_i^2/m_i$. Expanding the squares gives
\begin{equation}
E_{\mathbf k}-E_{\mathbf k-q\mathbf n}
=\hbar q\,\mathbf v\!\cdot\!\mathbf n-\frac{\hbar^2q^2}{2m_n}.
\end{equation}
Setting this equal to $\hbar cq$ and dividing by $\hbar q$ leaves one non-zero root,
\begin{equation}
q_n=\frac{2m_n}{\hbar}(\mathbf v\!\cdot\!\mathbf n-c). \label{qn}
\end{equation}
Emission needs $q_n>0$, hence $\mathbf v\cdot\mathbf n>c$. The largest value of $\mathbf v\cdot\mathbf n$ is $|\mathbf v|$. If $|\mathbf v|\le c$, no direction qualifies and the rate is zero. If $|\mathbf v|>c$, a whole cone of directions around $\mathbf v$ qualifies.

It remains to show that this cone gives a non-zero rate. The golden rule is now
\begin{equation}
\Gamma_0=\frac{D^2}{8\pi^2\rho c}\int d\Omega\int_0^\infty q^3dq\;
\delta\!\left[\hbar(\mathbf v\!\cdot\!\mathbf n-c)q-\frac{\hbar^2q^2}{2m_n}\right].
\end{equation}
The root at $q=0$ contributes nothing because of the factor $q^3$. At $q_n$ the argument has slope
\begin{equation}
\hbar(\mathbf v\!\cdot\!\mathbf n-c)-\frac{\hbar^2q_n}{m_n}
=\frac{\hbar^2q_n}{2m_n}-\frac{\hbar^2q_n}{m_n}=-\frac{\hbar^2q_n}{2m_n}.
\end{equation}
Dividing $q_n^3$ by its magnitude gives
\begin{equation}
\Gamma_0=\frac{D^2}{4\pi^2\rho c\hbar^2}
\int_{\mathbf v\cdot\mathbf n>c}m_nq_n^2\,d\Omega, \label{ell}
\end{equation}
which is positive because the integrand is positive throughout the cone. This completes the proof. For equal masses, $q_n=2(k\cos\theta-k_s)$ and the integral is
\begin{equation}
8\pi m\int_{k_s/k}^1(k\mu-k_s)^2d\mu=\frac{8\pi m(k-k_s)^3}{3k},
\end{equation}
which returns (\ref{G0}).

The onset is gentle: just above threshold the rate grows as $(k-k_s)^3$. In the spherical silicon model it is $3.1\times10^5$ s$^{-1}$ at $v=1.1c$, $1.7\times10^8$ s$^{-1}$ at $2c$ and $4.4\times10^9$ s$^{-1}$ at $5c$. Emission is allowed at $1.1c$, but takes about 3 $\mu$s. Far above threshold, $\Gamma_0\propto k^2\propto E$. The threshold energy is $mc^2/2=0.074$ meV, well below the 10 meV of the example.

\section{What temperature changes}

Absorption requires $E_{|\mathbf k+\mathbf q|}-E_k=\hbar cq$, or $\cos\theta=k_s/k-q/2k$. The limits $\pm1$ on the cosine give $q$ between $\max[0,2(k_s-k)]$ and $2(k_s+k)$. For a fast electron, $k>k_s$, the same integration as in (\ref{golden}) yields
\begin{equation}
\Gamma(T)=\frac Ak\left[\int_0^{2(k-k_s)}q^2(N_q+1)\,dq
+\int_0^{2(k+k_s)}q^2N_q\,dq\right]. \label{full}
\end{equation}

When $k_BT\ll2\hbar c(k-k_s)$, both upper limits in the terms with $N_q$ may be taken to infinity. With $x=\hbar cq/k_BT$ and $1/(e^x-1)=\sum_{n\ge1}e^{-nx}$, each integral becomes $(k_BT/\hbar c)^3\sum_n2/n^3=2\zeta(3)(k_BT/\hbar c)^3$, where $\zeta(3)=\sum_n n^{-3}$. Therefore
\begin{equation}
\Gamma(T)\simeq\Gamma_0+\frac{4\zeta(3)A}{k}\left(\frac{k_BT}{\hbar c}\right)^3 .
\end{equation}
Cooling removes the second term and leaves the first.

At high temperature, $N_q=k_BT/\hbar cq-\tfrac12+\hbar cq/12k_BT-\dots$. Emission then carries $+\tfrac12$ and absorption $-\tfrac12$, so the spontaneous term nearly cancels from the total rate. Inserting the series in (\ref{full}) and dividing by (\ref{eq}) gives, to leading order in $k_s/k$ within each term,
\begin{equation}
\frac{\Gamma}{\Gamma_{\rm eq}}\simeq1+\frac{k_s^2}{k^2}
-\frac{2\hbar ck_s}{k_BT}+\frac16\left(\frac{\hbar ck}{k_BT}\right)^2. \label{high}
\end{equation}
The third term survives because absorption reaches $2(k+k_s)$ while emission stops at $2(k-k_s)$.

For the 10 meV electron, with its energy held fixed as the lattice temperature changes, the acoustic rates in units of $10^{10}$ s$^{-1}$ are:

\begin{center}
\begin{tabular}{rrr}
$T$ (K) & full $\Gamma$ & $\Gamma_{\rm eq}$\\
0.1 & 3.57 & 0.035\\
1 & 3.57 & 0.35\\
4.2 & 3.65 & 1.47\\
20 & 7.03 & 7.02\\
77 & 26.3 & 27.0\\
300 & 105 & 105
\end{tabular}
\end{center}

At 1 K the equipartition rate is too small by a factor of ten, and at 4.2 K by a factor of 2.5. The close agreement at 20 K is a cancellation: the last two terms of (\ref{high}) are there about $-0.17$ and $+0.17$. At 77 K the negative term dominates, and the full rate lies about 3\% below $\Gamma_{\rm eq}$.

The spontaneous rate compares with the equipartition rate as
\begin{equation}
\frac{\Gamma_0}{\Gamma_{\rm eq}}=\frac{2\hbar c(k-k_s)^3}{3k^2k_BT},
\end{equation}
which equals one at 10.2 K for this electron. This ratio marks the temperature scale below which equipartition fails badly, but it is not the error itself: at 10.2 K the full rate is only 25\% above $\Gamma_{\rm eq}$, because $k_BT/\hbar cq$ overestimates $N_q$. A faster electron reaches a ratio of one at a higher temperature, since its typical phonons are more energetic.

\section{Where scattering does disappear}

\subsection*{Slow electrons and thermal equilibrium}

An electron with $k<k_s$ cannot emit, and the smallest phonon it can absorb has energy $2\hbar c(k_s-k)$. At $v=0.5c$ this is 0.148 meV. Its rate falls from $1.6\times10^9$ s$^{-1}$ at 4.2 K to $7.0\times10^7$ s$^{-1}$ at 1 K and 0.6 s$^{-1}$ at 0.1 K.

This matters for electrons in equilibrium with the lattice. Let $r=v/c$ and $E_s=mc^2/2$. A slow electron occurs with Maxwell weight $e^{-r^2E_s/k_BT}$, and its least energetic absorbable phonon, of energy $4(1-r)E_s$, brings a factor $e^{-4(1-r)E_s/k_BT}$. The exponents add to $(2-r)^2E_s/k_BT$, which is at least $E_s/k_BT$ for $r\le1$. A fast electron has weight $e^{-r^2E_s/k_BT}$ with $r>1$. Apart from powers of $T$, the mean rate therefore falls as $e^{-E_s/k_BT}$, with $E_s/k_B=0.86$ K.

The computed equilibrium mean is $2.3\times10^9$ s$^{-1}$ at 4.2 K, $1.0\times10^8$ s$^{-1}$ at 1 K and 400 s$^{-1}$ at 0.1 K. The fraction of electrons faster than sound is 94\%, 63\% and 0.06\% respectively. Acoustic scattering does vanish for such a population as $T\to0$, because almost all the electrons become too slow to emit, and the phonons they could absorb freeze out. Electrons that are injected, or heated by a field, can remain fast enough to emit.

\subsection*{A filled Fermi sea}

If all states below $E_F$ are occupied at $T=0$, the final energy $E-\hbar cq$ must exceed $E_F$. The integral in (\ref{golden}) then stops at
\begin{equation}
q_c=\min\!\left[2(k-k_s),\frac{E-E_F}{\hbar c}\right],\qquad
\Gamma_0=\frac{Aq_c^3}{3k}.
\end{equation}
An electron at the Fermi surface cannot emit, however large its speed. For $E_F=8$ meV, which in six silicon valleys corresponds to $3.6\times10^{18}$ cm$^{-3}$, the 10 meV electron may emit at most 2 meV. Its rate is multiplied by $(2/3.145)^3=0.26$, which brings it to $9.2\times10^9$ s$^{-1}$. This counts blocking alone, without screening, collisions between electrons, or scattering by the dopant ions that would accompany such a density in doped silicon. Screening is not a small omission here: the Thomas--Fermi wavevector at this density is about 1.0 nm$^{-1}$, three times $q_c=0.34$ nm$^{-1}$, so the part of the coupling common to all valleys would be strongly reduced, and the number illustrates Pauli blocking only.

\section{The model beside real silicon}

The conduction valleys of silicon are ellipsoidal. Averaging (\ref{ell}) over the 10 meV energy surface with constant $D$ gives $3.8\times10^{10}$ s$^{-1}$, 7\% above the spherical result. The average hides a spread with direction: the rate is $3.4\times10^{10}$ s$^{-1}$ for motion across the valley axis and $4.5\times10^{10}$ s$^{-1}$ for motion along it. The coupling is anisotropic too. A valley along $z$ shifts by $\Xi_d\nabla\!\cdot\mathbf u+\Xi_u\,\partial_zu_z$. If $\vartheta$ is the angle between $\mathbf q$ and the valley axis, $D$ becomes $\Xi_d+\Xi_u\cos^2\vartheta$ for longitudinal phonons and, up to a sign, $\Xi_u\sin\vartheta\cos\vartheta$ for the transverse mode polarized in the plane of $\mathbf q$ and the axis. With the rough values $\Xi_d=1.1$ eV, $\Xi_u=9$ eV and a transverse speed of 5400 m/s, the two rates are $2.4\times10^{10}$ and $1.0\times10^{10}$ s$^{-1}$. Their sum is 5\% below the spherical result, a closeness that depends strongly on the chosen constants. The sum is 1.26 times the spherical result for $(\Xi_d,\Xi_u)=(1.1,10.5)$ eV, 0.89 times for $(-11.7,9)$ eV and 0.38 times for $(-6,9)$ eV, and direction-dependent sound speeds from the cubic elastic constants move the factor 0.95 to about 1.04. Transverse coupling also lowers the threshold speed to the range of transverse sound, which in silicon runs from about 4700 to 5800 m/s depending on direction and polarization. The very small low-temperature rates given above for slow and equilibrium electrons count longitudinal phonons only, so they illustrate the isotropic model and are not estimates for real silicon.

Charged impurities, left out so far, can also matter. For an ion at impact parameter $b$, Coulomb deflection through $\chi$ obeys $\tan(\chi/2)=R/b$, with $R=e^2/8\pi\epsilon E$ and $\epsilon$ the permittivity of silicon. Hence $1-\cos\chi=2R^2/(b^2+R^2)$. Integrating $2\pi b\,db$ up to half the mean ion spacing, $b_m=n_i^{-1/3}/2$, gives the estimate
\begin{equation}
\Gamma_{\rm imp}=2\pi n_ivR^2\ln(1+b_m^2/R^2).
\end{equation}
For $10^{13}$ ions per cm$^3$ this is $1.8\times10^9$ s$^{-1}$, about 5\% of the phonon momentum rate. For $10^{15}$ cm$^{-3}$ it is $1.05\times10^{11}$ s$^{-1}$, 2.6 times that rate. Phonon emission then continues, but no longer dominates momentum loss. Both values depend on the cutoff: a screened Born estimate with screening length $b_m$ is 20 to 35\% higher. Neutral donors, which are common in cold doped silicon, also scatter electrons and are not included in this estimate.

Three further corrections are small for this electron. Nonparabolicity enters through a parameter of 0.005, the largest $q$ is 5\% of $2\pi/a$ in the spherical model ($a$ being the lattice constant) and 7\% for motion along the axis of an ellipsoidal valley, where the phonon energy reaches 5.0 meV, which supports linear dispersion, and the collision broadening $\hbar\Gamma_0=0.023$ meV is about 1\% of the mean phonon energy. Two limits are firmer. Above roughly 12 meV, emission of intervalley phonons opens; at 77 and 300 K their absorption also adds to the acoustic rates tabulated above. And the electron wavelength is 21.6 nm in the spherical model (12.8 nm along a valley axis, 28 nm across it), so a channel of comparable or smaller thickness needs quantized subbands in place of the three-dimensional sum used here. The size of that change has not been computed.

For nondegenerate bulk electrons that may be out of equilibrium with a cold lattice, the acoustic rate to use in the isotropic model is (\ref{full}) when $k>k_s$. When $k<k_s$, the emission integral is dropped and the absorption integral runs from $2(k_s-k)$ to $2(k_s+k)$. Impurity scattering and, above roughly 12 meV in silicon, intervalley scattering have to be added separately. The values behind the comparisons are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass m = 0.3214 electron masses (from 0.92, 0.19)
D = 9.0 eV, c = 9000 m/s, rho = 2330 kg/m3
threshold energy m c^2/2 = 0.0740 meV
threshold energy / kB = 0.859 K
electron energy = 10.0 meV
electron speed = 1.046e+05 m/s, v/c = 11.62
k = 0.2905 1/nm, ks = 0.0250 1/nm
largest emitted q = 0.5309 1/nm
largest phonon energy = 3.145 meV
mean phonon energy = 2.359 meV
T=0 emission rate, formula = 3.568e+10 1/s
T=0 emission rate, direct sum = 3.568e+10 1/s
mean time to emission = 28.02 ps
mean free path = 2.93 um
T=0 momentum relaxation rate = 3.998e+10 1/s
T=0 power loss = 0.0842 meV/ps
T where equipartition equals T=0 rate = 10.16 K
T =   0.1 K: full 3.568e+10, equipartition 3.511e+08 1/s
T =   1.0 K: full 3.569e+10, equipartition 3.511e+09 1/s
T =   4.2 K: full 3.646e+10, equipartition 1.475e+10 1/s
T =  20.0 K: full 7.03e+10, equipartition 7.022e+10 1/s
T =  77.0 K: full 2.634e+11, equipartition 2.704e+11 1/s
T = 300.0 K: full 1.05e+12, equipartition 1.053e+12 1/s
T=0 rate at v/c = 0.5: 0 1/s
T=0 rate at v/c = 1.1: 3.145e+05 1/s
T=0 rate at v/c = 2.0: 1.73e+08 1/s
T=0 rate at v/c = 5.0: 4.428e+09 1/s
v/c = 0.5: least absorbable phonon = 0.1480 meV
T = 0.1 K: rate at v/c = 0.5 is 0.587 1/s
  equilibrium mean 404 1/s, fraction v>c 0.000649
T = 1.0 K: rate at v/c = 0.5 is 7.02e+07 1/s
  equilibrium mean 1.03e+08 1/s, fraction v>c 0.633
T = 4.2 K: rate at v/c = 0.5 is 1.59e+09 1/s
  equilibrium mean 2.28e+09 1/s, fraction v>c 0.938
Fermi sea at 8.0 meV: density = 3.55e+18 1/cm3
T=0 rate above that sea = 9.175e+09 1/s, fraction 0.257
ellipsoidal mass, constant D: rate = 3.804e+10 1/s, ratio 1.07
anisotropic coupling: xi_d = 1.1 eV, xi_u = 9.0 eV, c_trans = 5400 m/s
  longitudinal 2.427e+10, transverse 9.626e+09 1/s
  sum / isotropic rate = 0.95
impurity momentum rate at 1e+13 1/cm3 = 1.81e+09 1/s
impurity momentum rate at 1e+15 1/cm3 = 1.05e+11 1/s
nonparabolicity alpha*E = 0.0050
largest q / (2 pi/a) = 0.0459
collision broadening hbar*rate = 0.0235 meV
electron wavelength = 21.6 nm
lowest intervalley phonon (rough) = 12 meV
\end{verbatim}
